# Dipolar phonon resonance of a small silicon carbide sphere in air

## Problem

A silicon carbide sphere of radius $a=50$ nm stands alone in air. Its transverse and longitudinal optical phonons lie at $w_T=797\ \mathrm{cm^{-1}}$ and $w_L=970\ \mathrm{cm^{-1}}$. Its permittivity well above the phonons, but below the electronic transitions, is $\varepsilon_\infty=6.5$. Treat the crystal as isotropic and free of mobile carriers, and give air the permittivity 1.

(a) Find the permittivity $\varepsilon(w)$ from the motion of the lattice.

(b) Find the condition for a dipolar oscillation of the sphere without a driving field, and calculate its wavenumber.

(c) Explain why the result lies between the two phonons, and why it is not their mean.

(d) With phonon damping $\gamma=5\ \mathrm{cm^{-1}}$, find the position, width and height of the absorption peak.

(e) Estimate how far the finite radius and the other simplifications move the result.

All frequencies are wavenumbers $w$, and time is scaled to match. Fields vary as $e^{-iwt}$, so absorption means $\operatorname{Im}\varepsilon>0$.

## Solution

### (a) Permittivity

Let $u$ be the relative displacement of the two sublattices. The macroscopic field $E$ drives it, and the displacement in turn contributes to the polarization $P$:

$$\ddot u=-w_T^2u-\gamma\dot u+bE,\qquad \frac{P}{\varepsilon_0}=bu+(\varepsilon_\infty-1)E .$$

The scale of $u$ is free and has been chosen so that the same $b$ appears in both equations. The term with $\varepsilon_\infty-1$ is the response of the electrons. In a transverse phonon of wavelength much shorter than that of light, the macroscopic field is negligible, which is why the restoring constant is $w_T^2$.

With $\dot u=-iwu$ and $\ddot u=-w^2u$, the first equation gives $u=bE/(w_T^2-w^2-i\gamma w)$. Since $\varepsilon=1+P/(\varepsilon_0E)$,

$$\varepsilon(w)=\varepsilon_\infty+\frac{b^2}{w_T^2-w^2-i\gamma w}.$$

The longitudinal phonon fixes $b$. Without free charge $\nabla\cdot D=0$, and for a longitudinal wave $D$ is parallel to the wavevector, so $D=0$. The field itself is not zero, hence $\varepsilon(w_L)=0$ when damping is absent:

$$0=\varepsilon_\infty-\frac{b^2}{w_L^2-w_T^2}\quad\Rightarrow\quad b^2=\varepsilon_\infty(w_L^2-w_T^2).$$

Here $b^2=6.5\,(940900-635209)=1986992\ \mathrm{cm^{-2}}$. Over a common denominator, the undamped permittivity is

$$\varepsilon(w)=\varepsilon_\infty\frac{w_L^2-w^2}{w_T^2-w^2}.$$

It is negative between the two phonons.

### (b) Resonance of the sphere

The sphere is much smaller than the wavelength, so electrostatics applies at each instant. Let $E_0$ be a uniform applied field and $p$ the dipole moment of the sphere. The potentials are

$$\phi_{\rm in}=-E_{\rm in}r\cos\theta,\qquad \phi_{\rm out}=-E_0r\cos\theta+\frac{p\cos\theta}{4\pi\varepsilon_0r^2}.$$

Write $q=p/(4\pi\varepsilon_0a^3)$. At $r=a$, continuity of the potential and of the normal component of $D$ gives

$$E_{\rm in}=E_0-q,\qquad \varepsilon E_{\rm in}=E_0+2q .$$

The factor 2 comes from differentiating $1/r^2$. A free oscillation has $E_0=0$ but $q\ne0$. Then $E_{\rm in}=-q$ and $\varepsilon E_{\rm in}=2q$, so

$$\varepsilon(w_F)=-2 .$$

Inserting the undamped permittivity and multiplying out,

$$\varepsilon_\infty(w_L^2-w_F^2)=-2(w_T^2-w_F^2),$$

and collecting the terms in $w_F^2$,

$$w_F^2=\frac{\varepsilon_\infty w_L^2+2w_T^2}{\varepsilon_\infty+2}.$$

The numbers give

$$w_F^2=\frac{6.5\times940900+2\times635209}{8.5}=868973\ \mathrm{cm^{-2}},\qquad w_F\approx932\ \mathrm{cm^{-1}}.$$

The free-space wavelength is 10.73 µm, more than two hundred times the radius.

### (c) Why between the phonons

The moment of the sphere is $p=\tfrac43\pi a^3P$, so $q=P/(3\varepsilon_0)$ and the free oscillation has $E_{\rm in}=-P/(3\varepsilon_0)$. This field comes from the surface charge and opposes the polarization. For a general depolarization factor $L$, defined by $E=-LP/\varepsilon_0$, the second lattice equation gives

$$E=-L\,[\,bu+(\varepsilon_\infty-1)E\,]\quad\Rightarrow\quad E=-\frac{Lb\,u}{1+L(\varepsilon_\infty-1)} .$$

Substitution into the undamped equation of motion adds a restoring force:

$$w^2=w_T^2+\frac{L\,b^2}{1+L(\varepsilon_\infty-1)} .\tag{1}$$

For $L=0$ there is no depolarizing field and $w=w_T$. For $L=1$, as in a thin plate polarized along its normal, the added term is $b^2/\varepsilon_\infty=w_L^2-w_T^2$ and $w=w_L$. The sphere has $L=1/3$ and lies between.

The resonance is a weighted mean of the squares, with weights $\varepsilon_\infty=6.5$ for the longitudinal phonon and 2 for the transverse one. It is therefore well above the plain mean of 883.5 cm$^{-1}$. If $\varepsilon_\infty$ were raised with both phonons held fixed, the resonance would approach $w_L$.

### (d) Absorption peak

With the driving field present, eliminating $E_{\rm in}$ from the two boundary conditions gives $\varepsilon(E_0-q)=E_0+2q$, so

$$q=\frac{\varepsilon-1}{\varepsilon+2}E_0,\qquad p=\varepsilon_0\alpha E_0,\qquad \alpha=4\pi a^3\,\frac{\varepsilon-1}{\varepsilon+2}.$$

Let $D_T=w_T^2-w^2-i\gamma w$ and $\Delta=w_F^2-w_T^2$. Equation (1) with $L=1/3$ shows that $\Delta=b^2/(\varepsilon_\infty+2)$. Therefore

$$\varepsilon+2=\varepsilon_\infty+2+\frac{b^2}{D_T}=(\varepsilon_\infty+2)\frac{D_T+\Delta}{D_T},\qquad D_T+\Delta=w_F^2-w^2-i\gamma w .$$

Writing $(\varepsilon-1)/(\varepsilon+2)=1-3/(\varepsilon+2)$ and $D_T=(D_T+\Delta)-\Delta$,

$$\frac{\varepsilon-1}{\varepsilon+2}=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}+\frac{3\Delta}{\varepsilon_\infty+2}\,\frac{1}{w_F^2-w^2-i\gamma w}.$$

The sphere responds as a constant plus one damped oscillator at $w_F$.

The power taken from the field, divided by the incident intensity, is the cross-section $C=2\pi w\operatorname{Im}\alpha$. Scattering is a negligible part of it here, as shown below. Its dependence on $w$ is

$$C\propto\frac{\gamma w^2}{(w_F^2-w^2)^2+\gamma^2w^2}=\frac1\gamma\left[1+\left(\frac{w_F^2-w^2}{\gamma w}\right)^2\right]^{-1}.$$

The maximum is at $w=w_F$, whatever the damping. Half height requires $w_F^2-w^2=\pm\gamma w$, whose positive roots are $\sqrt{w_F^2+\gamma^2/4}\mp\gamma/2$. The full width is thus $\gamma$. These two statements hold in the electrostatic limit with a damping independent of frequency. A numerical search with $\gamma=60\ \mathrm{cm^{-1}}$ finds the peak at 932.19 cm$^{-1}$ and a width of 60.00 cm$^{-1}$.

Dividing $C$ by $\pi a^2$ gives the absorption efficiency. With $x=2\pi aw_F=0.02929$ and $\Delta=868973-635209=233764\ \mathrm{cm^{-2}}$, its peak value is

$$Q=\frac{12\,x\,\Delta}{(\varepsilon_\infty+2)\gamma w_F}=\frac{12\times0.02929\times233764}{8.5\times5\times932.19}=2.07 .$$

At resonance the sphere absorbs about twice the power that falls on its geometric cross-section. The full solution of Maxwell's equations for this sphere (Mie theory) also gives 2.07, with a scattering efficiency of only $6\times10^{-4}$.

### (e) What the simple model leaves out

**Finite radius.** In an electric dipole wave the magnetic field has a radial function $f(r)$, and the tangential electric field is proportional to $(rf)'/(\varepsilon r)$. Continuity of both requires $(1/\varepsilon)\,d\ln(rf)/d\ln r$ to be equal on the two sides of the surface.

Inside, $f$ is the spherical Bessel function $j_1(z)\propto z(1-z^2/10)$ with $z^2=\varepsilon x^2$ at the surface, so the logarithmic derivative is $2-\varepsilon x^2/5$. Outside, the outgoing wave has $rf\propto e^{i\rho}(1+i/\rho)$ with $\rho=2\pi wr$. Its logarithmic derivative at the surface is $-1+x^2$ to second order; radiation loss enters at order $x^3$. Hence

$$\frac2\varepsilon-\frac{x^2}{5}=-1+x^2\quad\Rightarrow\quad\varepsilon=\frac{-2}{1-\frac65x^2}\approx-2-\frac{12}{5}x^2 .$$

The slope of the permittivity converts this into a shift:

$$\left.\frac{d\varepsilon}{dw}\right|_{w_F}=\frac{2w_Fb^2}{\Delta^2}=0.0678\ \mathrm{cm},\qquad \delta w=-\frac{2.4\times0.02929^2}{0.0678}=-0.03\ \mathrm{cm^{-1}}.$$

The shift grows as $a^2$ and reaches $-1\ \mathrm{cm^{-1}}$ at a radius of 287 nm. Mie theory gives $-1.00\ \mathrm{cm^{-1}}$ there.

**Shape.** Take a surface $r=a(1+\delta\cos^2\theta)$, which to first order in $\delta$ is a spheroid elongated by the fraction $\delta$. For polarization along the long axis, the surface charge $Pn_z$ produces a field at the centre with

$$L=\frac1{4\pi}\oint\frac{n_z\cos\theta}{r^2}\,dS .$$

The tilt of the surface gives $n_z\,dS=r^2[\cos\theta+\sin\theta\,(d\ln r/d\theta)]\,d\Omega$, with $d\ln r/d\theta\approx-2\delta\sin\theta\cos\theta$. Averages over the sphere then give

$$L=\langle\cos^2\theta\rangle-2\delta\langle\cos^2\theta-\cos^4\theta\rangle=\frac13-2\delta\left(\frac13-\frac15\right)=\frac13-\frac{4\delta}{15}.$$

To first order in $\delta$, the central value serves for the whole body. The added layer has only angular parts of order 0 and 2, so its potential inside, if uniformly charged, is quadratic in the coordinates. The polarized body has a derivative of that potential, which is linear, and so a uniform field.

For $\delta=0.1$ the formula gives 0.307, and the integral for a true spheroid gives 0.3083. The three factors add to 1, because their sum is the solid angle of the closed surface divided by $4\pi$. Each short axis therefore has 0.3459. By equation (1) the resonance splits, with shifts of $-3.5$ and $+1.6\ \mathrm{cm^{-1}}$.

**A neighbour.** Let an equal sphere at centre distance $d$ oscillate in phase, with both dipoles along the joining line. Its field at the first centre, $2p/(4\pi\varepsilon_0d^3)=\tfrac23(a/d)^3P/\varepsilon_0$, points along $P$ and weakens the depolarization:

$$L\approx\tfrac13\left[1-2(a/d)^3\right].$$

For $d=3a$ this gives $L=0.3086$ and a shift of $-3.45\ \mathrm{cm^{-1}}$. Including the higher multipoles makes it $-3.85\ \mathrm{cm^{-1}}$.

**The real material.** The inputs are rough values for good silicon carbide. Hexagonal polytypes are anisotropic: in 6H, along the $c$ axis the transverse and longitudinal phonons lie lower, by roughly 9 and 5 cm$^{-1}$. With $\varepsilon_\infty$ held at 6.5, a field along that axis finds the resonance about 6 cm$^{-1}$ lower, near 926 cm$^{-1}$. In 6H, $\varepsilon_\infty$ is about 0.2 larger along $c$, which reduces the shift to about 5 cm$^{-1}$. In 4H the transverse phonon drops further, by roughly 14 cm$^{-1}$, and the shift is about 7 cm$^{-1}$. This is among the largest of the shifts sized here, and it is absent in the cubic polytype.

Doping acts the other way. Free electrons add $-(w_p/w)^2$ to the permittivity. At $10^{18}\ \mathrm{cm^{-3}}$, with a rough effective mass of 0.4 electron masses, $w_p=474\ \mathrm{cm^{-1}}$ and the shift is $+3.9\ \mathrm{cm^{-1}}$. Collisions and surface depletion, both ignored in that number, would lower this shift, and in a sphere this small depletion can remove most of it. Collisions act mainly on the line shape: without depletion, mobilities of 300 and 100 cm$^2$/Vs leave the shift at $+3.9$ and $+3.7\ \mathrm{cm^{-1}}$, but widen the peak to 5.6 and 6.8 cm$^{-1}$ and lower its efficiency to about 1.9 and 1.6. The effective mass depends on polytype and direction, and a lighter mass gives a larger shift.

Heating by 100 K, with a rough softening of 0.02 cm$^{-1}$ per K for both phonons, gives $-2.0\ \mathrm{cm^{-1}}$. Raising $\varepsilon_\infty$ by 0.2 gives $+0.9\ \mathrm{cm^{-1}}$. A surrounding permittivity $\varepsilon_m$ multiplies the outer side of the condition on $D$, so that $\varepsilon=-2\varepsilon_m$; for air, with $\varepsilon_m\approx1.0006$, the shift is only $-0.02\ \mathrm{cm^{-1}}$.

The answer of 932 cm$^{-1}$ therefore belongs to an isolated, undoped, isotropic sphere with a bare surface. A dielectric skin such as native oxide lowers it; a 2 nm layer of permittivity 2.1 to 4 gives $-2.4$ to $-5.0\ \mathrm{cm^{-1}}$. For a real particle of this size, each of the larger effects sized above can move it by several cm$^{-1}$, comparable with the line width. Shifts of the same sign add up, so together they can exceed that width. Closer neighbours or stronger elongation can move it further. The values of the main calculation are collected in the numerical output.

## Numbers as computed

```
TO phonon: 797 cm^-1
LO phonon: 970 cm^-1
eps_inf: 6.5
w_TO squared: 635209 cm^-2
w_LO squared: 940900 cm^-2
oscillator strength b^2: 1986992 cm^-2
w_F squared: 868973 cm^-2
sphere resonance w_F: 932.19 cm^-1
free-space wavelength: 10.73 um
mean of TO and LO: 883.5 cm^-1
permittivity at w_F: -2.0000
depolarization factor by quadrature: 0.333333
sphere radius: 50 nm
damping: 5.0 cm^-1
size parameter x: 0.02929
slope d eps/dw at w_F: 0.06779 cm
Mie absorption peak: 932.157 cm^-1
Mie full width: 5.001 cm^-1
peak absorption efficiency, formula: 2.074
peak absorption efficiency, Mie: 2.074
scattering efficiency at peak, Mie: 6.16e-04
strong damping tested: 60 cm^-1
peak at strong damping: 932.19 cm^-1
width at strong damping: 60.00 cm^-1
radius for 1 cm^-1 size shift: 287 nm
Mie shift at that radius: -1.001 cm^-1
L, long axis, aspect 1.1: 0.3083
L, short axes, aspect 1.1: 0.3459
L, pair, dipole estimate: 0.3086
L, pair, all multipoles: 0.3059
pair shift, dipole estimate: -3.45 cm^-1
c-axis phonons, rough: 788 and 965 cm^-1
electron density: 1e+18 cm^-3
electron mass ratio, rough: 0.4
unscreened plasma wavenumber: 474 cm^-1
softening, rough: 0.02 cm^-1 per K
heating: 100 K
air permittivity, rough: 1.0006
shift, finite radius: -0.030 cm^-1
shift, 10 % elongation, long axis: -3.502 cm^-1
shift, 10 % elongation, short axes: +1.622 cm^-1
shift, neighbour at 3 radii: -3.848 cm^-1
shift, field along c axis: -5.787 cm^-1
shift, free electrons: +3.884 cm^-1
shift, heating: -1.994 cm^-1
shift, eps_inf larger by 0.2: +0.886 cm^-1
shift, air permittivity: -0.018 cm^-1
largest of these shifts: field along c axis
```
